# Gain, responsivity and dark-limited detectivity of a quantum-well infrared detector

Q: A photon lifts an electron out of one quantum well in a stack of $N$ wells. The electron drifts towards the collector and may fall into another well on the way. I would expect at most one electron in the external circuit per photon, and usually less. How can such a device have a gain that is not simply a loss?

A: The escaped electron leaves a positive charge behind, and that charge matters as much as the electron. It raises the field at the emitter, which then injects more electrons. The extra injection grows until captures refill the wells as fast as light empties them, and it continues at that level while the light is on. If capture is unlikely, many electrons must pass a well before one is caught, and all those that pass contribute to the current.

Q: That is a picture. What is the model?

A: The wells are identical, and each period has the same field. Electrons move one way, from emitter to collector. A mobile electron arriving at a well is captured with probability $p_c$ and otherwise continues. Successive wells act independently, so no phase coherence is kept between them. Quantum mechanics enters through the bound-to-continuum absorption, the escape and the capture, whose probabilities are taken as given.

In the algebra $e=\hbar=1$, with $e$ the magnitude of the electron charge. A current is then a number of electrons per time, and a photon of angular frequency $\omega$ has energy $\omega$. Currents are counted positive in the direction of electron flow.

Q: Start without light. Does a longer stack carry less dark current, as a longer resistor would?

A: Not at fixed field per period. Let $J$ be the dark electron flux per area and $G$ the thermal escape rate per well and area. Of the arriving flux, $(1-p_c)J$ passes the well, and $G$ is added by escape. In the steady state the flux behind the well equals that in front:
$$J=(1-p_c)J+G .$$
Subtracting $(1-p_c)J$ from both sides gives
$$p_cJ=G,\qquad J=\frac{G}{p_c}.$$
This contains no $N$. The resistor comparison at fixed voltage is a different one: there the field falls as the stack grows, and $G$ and $p_c$ change with it. Here the voltage is raised in proportion to the length.

Q: Now switch on the light. The first wells absorb more than the last ones, so the wells cannot all satisfy the same balance with the same current.

A: They can if their populations shift. Let $i_j$ be the rate at which photoelectrons escape from well $j$ over the whole area, $\delta I$ the change of current, and $\delta e_j$ the change of thermal escape from that well. To first order in the light,
$$p_c\,\delta I=i_j+\delta e_j .$$
The left side is the extra capture and the right side the extra escape. Summing over the wells gives
$$Np_c\,\delta I=\sum_{j=1}^N i_j+\sum_{j=1}^N\delta e_j .$$

Two assumptions remove the last sum. First, the contacts keep the stack neutral: each collected electron is replaced at once by an injected one, so the total number of electrons is fixed. Second, thermal escape is linear in population, $e_j=r n_j$, with the same $r$ for all wells. Then
$$\sum_j\delta e_j=r\sum_j\delta n_j=0 .$$
Electrons in flight are neglected in this count, since transit is taken as instantaneous. The result is
$$\delta I=\frac{1}{Np_c}\sum_{j=1}^N i_j .$$

Define the gain $g$ as the number of electrons through the circuit per escaped photoelectron. Then
$$g=\frac{\delta I}{\sum_j i_j}=\frac{1}{Np_c}.$$

Q: So the gain exceeds one when $Np_c<1$. Has an electron been created?

A: No. The extra electrons come from the emitter and leave through the collector. There is also a reading in times. If crossing one period takes a time $t$, an escaped electron, together with the replacements injected at the emitter each time it is collected, stays mobile for $t/p_c$ on average before a capture, while crossing the stack takes $Nt$. The ratio is $1/(Np_c)$. The gain is the mobile lifetime divided by the transit time.

For $p_c=1$ each escaped electron moves just one period, and $g=1/N$. For $Np_c\ll1$ the gain is large, but the signal must vary slowly compared with the mobile lifetime. In this model the refilling of the wells affects only the count at the collector under uneven illumination, not the current averaged over the barriers. For $Np_c\ll1$ that effect is small, because the number of collector crossings then hardly depends on the well of origin. In a real device the time the emitter needs to raise its injection, taken as zero here, sets a further limit.

Q: I have also seen a factor $1-p_c$ in the numerator. Is your formula the small-$p_c$ approximation of that?

A: It depends on what is counted. Here an excited electron first escapes its own well with probability $p_e$, and capture with probability $p_c$ acts at the following wells. Per escaped electron, $1/(Np_c)$ holds in this model for any $p_c$. Per excited electron the gain would be $p_e/(Np_c)$. If one also sets $p_e=1-p_c$, the factor you mention appears. The current is the same, provided $p_e$ is not counted twice.

Q: Then put $p_e$ in the quantum efficiency. How does that depend on $N$?

A: Let each well absorb a fraction $a$ of the light reaching it, in a single pass. Well $j$ receives the fraction $(1-a)^{j-1}$ of the light entering the stack. The number of escaped electrons per incident photon is
$$\eta=p_e\sum_{j=1}^N a(1-a)^{j-1}.$$
This is a geometric sum with ratio $1-a$, so
$$\eta=p_e a\,\frac{1-(1-a)^N}{1-(1-a)}=p_e\left[1-(1-a)^N\right].$$

The responsivity $R$ is the photocurrent divided by the incident optical power. A photon rate $\Phi$ carries the power $\omega\Phi$ and produces the photocurrent $g\eta\Phi$. Hence
$$R=\frac{\eta g}{\omega}=\frac{p_e[1-(1-a)^N]}{\omega Np_c}.$$

Q: That still contains $N$. You have not shown that responsivity is independent of the number of wells.

A: In general it is not independent. Expanding the power for small $Na$,
$$1-(1-a)^N=Na-\frac{N(N-1)}{2}a^2+\cdots ,$$
and dividing by $N$, one finds
$$R=\frac{a p_e}{\omega p_c}\left[1-\frac{(N-1)a}{2}+\cdots\right].$$
For $Na\ll1$ the responsivity becomes
$$R\simeq\frac{a p_e}{\omega p_c},$$
which does not contain $N$. More wells yield more photoelectrons in proportion to $N$, but each photoelectron is worth $1/N$ as much in the external circuit. When absorption is no longer weak, the later wells receive less light while the gain still falls as $1/N$, so $R$ decreases.

Q: If extra wells add nothing to the responsivity, why grow them?

A: Because they reduce the noise. The quantity to find is the low-frequency noise of the dark current. Let $S$ be its one-sided spectrum in ordinary frequency, so that the mean square noise current in a bandwidth $\Delta f$ is $S\Delta f$.

Follow one escaped electron. It certainly crosses the barrier to the next well. It crosses $n$ barriers in all if it passes $n-1$ wells and is captured at the next:
$$P(n)=p_c(1-p_c)^{n-1},\qquad n=1,2,\ldots$$

Q: An electron near the collector cannot cross arbitrarily many barriers. It leaves the device.

A: At that moment its replacement enters at the emitter and continues the sequence, with the same capture probability at each well. Leaving and entering are counted together as one crossing. A stack of $N$ wells has $N+1$ barriers, but the first and last are joined by this rule, so there are $N$ distinct crossings to count. The distribution of $n$ is then the same whichever well the electron started from.

Write $q=1-p_c$. Differentiating $\sum_{n\ge0}q^n=1/(1-q)$ once and twice gives
$$\sum_n nq^{n-1}=\frac1{p_c^2},\qquad \sum_n n(n-1)q^{n-2}=\frac2{p_c^3}.$$
Therefore
$$\langle n\rangle=p_c\frac1{p_c^2}=\frac1{p_c},$$
$$\langle n(n-1)\rangle=p_cq\,\frac2{p_c^3}=\frac{2(1-p_c)}{p_c^2},$$
and adding the two,
$$\langle n^2\rangle=\frac{2(1-p_c)}{p_c^2}+\frac{p_c}{p_c^2}=\frac{2-p_c}{p_c^2}.$$

Q: How do crossings of internal barriers become noise in the external circuit?

A: Over a long time $T$, the numbers of crossings at two barriers can differ only by the change in the number of electrons stored between them. That change is bounded. So the collected number $Q_T$ equals the average over the $N$ barriers, up to a bounded remainder:
$$Q_T=\frac1N\sum_{k=1}^{K}n_k+\text{bounded remainder}.$$
Here $K$ is the number of thermal escapes during $T$. Each escape contributes $n_k/N$ of an electron.

The total escape rate is $r\sum_jn_j$, which is constant because the total population is constant. The escapes therefore form a Poisson process with mean and variance
$$\langle K\rangle=\mathrm{Var}\,K=NGAT,$$
where $A$ is the device area. The variance of the sum has one part from the random path lengths and one from the random number of escapes:
$$\mathrm{Var}\sum_k n_k=\langle K\rangle\left(\langle n^2\rangle-\langle n\rangle^2\right)+\langle n\rangle^2\,\mathrm{Var}\,K=NGAT\,\langle n^2\rangle .$$
For $rT\gg N^2/\langle n^2\rangle$ the bounded remainder is negligible, and dividing by $N^2$ gives
$$\mathrm{Var}\,Q_T\simeq\frac{GAT}{N}\,\frac{2-p_c}{p_c^2}.$$

Q: And the factor between this variance and $S$? A factor of two is easily lost there.

A: Averaging a current over a time $T$ filters its spectrum with $[\sin(\pi fT)/(\pi fT)]^2$. The integral of this filter over positive $f$ is $1/(2T)$. The averaged current $Q_T/T$ thus has variance $S/(2T)$, and $\mathrm{Var}\,Q_T=ST/2$. It follows that
$$S=\frac{2\,\mathrm{Var}\,Q_T}{T}=\frac{2GA(2-p_c)}{Np_c^2}.$$
Insert the dark current $I=JA=GA/p_c$ and take a factor 2 out of $2-p_c$:
$$S=\frac{2I(2-p_c)}{Np_c}=4gI\left(1-\frac{p_c}{2}\right).$$

Q: Does this reduce to something I know?

A: For one well with certain capture, $N=p_c=1$, it gives $S=2I$, the shot noise of independent single-electron events. For $N$ wells with $p_c=1$ it gives $S=2I/N$: each escape moves an electron over one period and counts as the charge $1/N$. For $p_c\ll1$ it gives $S\simeq4gI$. The added factor of two comes from the path lengths, because $\langle n^2\rangle/\langle n\rangle^2=2-p_c$ rises from 1 at certain capture to 2 at rare capture.

Q: Now combine signal and noise.

A: The noise-equivalent power per root bandwidth is the optical power whose photocurrent equals the noise amplitude, $\sqrt S/R$. The detectivity $D^*$ is the square root of the area divided by it:
$$D^*=R\sqrt{\frac AS}.$$
The expression for $S$ gives
$$\sqrt{\frac AS}=\sqrt{\frac{Np_c^2}{4G(1-p_c/2)}}=\frac{p_c}{2}\sqrt{\frac{N}{G(1-p_c/2)}}.$$
Multiplying by $R=\eta/(\omega Np_c)$ cancels $p_c$ in front and turns $\sqrt N/N$ into $1/\sqrt N$:
$$D^*=\frac{\eta}{2\omega\sqrt{NG(1-p_c/2)}}.$$
For weak total absorption $\eta\simeq Nap_e$, so that
$$D^*\simeq\frac{ap_e}{2\omega}\sqrt{\frac{N}{G(1-p_c/2)}}.$$
This is the growth as $\sqrt N$. Useful escapes increase as $N$, while the fluctuation of the thermal escapes increases as $\sqrt N$. Seen from the circuit, the signal stays the same and the noise amplitude falls as $1/\sqrt N$.

Q: A small capture probability gave a large gain. Should it not also give a large detectivity?

A: Not at given $G$. The gain multiplies photoelectrons and thermal electrons alike, and just the factor $1-p_c/2$ remains. Going from rare to certain capture even raises $D^*$ by $\sqrt2$, because the path lengths no longer fluctuate. The signal current is then smaller, however, and amplifier noise, which is left out here, would weigh more.

At given dark flux $J$ the comparison is different. Then $G=p_cJ$, and for small $p_c$ the detectivity varies as $1/\sqrt{p_c}$. A smaller $p_c$ at the same $J$ means fewer thermal escapes.

Q: The law $\sqrt N$ cannot continue without end, since the light runs out.

A: It does not. Set $x=-N\ln(1-a)$, so that $(1-a)^N=e^{-x}$. With all other parameters fixed,
$$D^*\propto\frac{1-e^{-x}}{\sqrt x}.$$
Setting the derivative to zero gives
$$\frac{e^{-x}}{\sqrt x}-\frac{1-e^{-x}}{2x^{3/2}}=0 .$$
Multiplication by $2x^{3/2}e^x$ leads to
$$2x=e^x-1,\qquad e^x=1+2x .$$
The function $e^x-1-2x$ is convex, vanishes at $x=0$ and starts downwards, so it has one positive zero, at $x=1.256$. Since $D^*$ rises as $\sqrt x$ at small $x$ and falls as $1/\sqrt x$ at large $x$, this is the maximum. There the stack absorbs the fraction
$$1-e^{-x}=\frac{2x}{1+2x}=\frac{2.513}{3.513}=0.715 .$$
Beyond this point an added well contributes its full share of thermal escapes but too few photoelectrons: in the circuit, $R$ then falls faster with $N$ than the noise amplitude $\sqrt S$ does.

Q: Give me numbers.

A: Take a model detector with round parameters: photon energy 0.15 eV, $a=0.004$, $p_e=0.5$, $p_c=0.05$, and a dark flux of 0.01 electrons per square angstrom and second. The thermal escape rate per well is
$$G=0.05\times0.01=5\times10^{-4}\ \text{Å}^{-2}\,\text{s}^{-1}.$$
The weak-absorption responsivity is
$$\frac{0.004\times0.5}{0.15\times0.05}=0.267\ \text{electrons/eV}.$$

For 40 wells the efficiency is $\eta=0.5\,(1-0.996^{40})=0.0741$ and the gain is $g=1/(40\times0.05)=0.5$. Hence
$$R=\frac{0.0741\times0.5}{0.15}=0.247\ \text{electrons/eV}.$$
One electron charge per electronvolt is one ampere per watt, so this is 0.247 A/W.

Let the area be $10^{12}$ Å$^2$. The dark current is $10^{10}$ electrons per second, and the noise amplitude is
$$\sqrt S=\sqrt{4\times0.5\times10^{10}\times0.975}=1.40\times10^5\ \text{electrons s}^{-1}\,\text{Hz}^{-1/2}.$$
Dividing by $R$ gives a noise-equivalent power of $5.66\times10^5$ eV s$^{-1}$ Hz$^{-1/2}$. The root of the area is $10^6$ Å, and therefore
$$D^*=\frac{10^6}{5.66\times10^5}=1.77\ \text{Å s}^{1/2}/\text{eV},$$
or $1.10\times10^{11}$ cm Hz$^{1/2}$/W. This dark-limited value requires that background light be largely kept out. A room-temperature scene seen over a wide angle can release many more electrons in this detector than heat does.

Q: How well do the two simple laws hold for this detector?

A: These are the values from the full formulas, with $R$ in electrons/eV and $D^*$ in Å s$^{1/2}$/eV:

| $N$ | $g$ | $R$ | $D^*$ | weak-absorption $D^*$ |
|---|---|---|---|---|
| 10 | 2.00 | 0.262 | 0.938 | 0.955 |
| 20 | 1.00 | 0.257 | 1.300 | 1.350 |
| 40 | 0.50 | 0.247 | 1.768 | 1.910 |
| 80 | 0.25 | 0.229 | 2.315 | 2.701 |

From 10 to 80 wells the gain falls by a factor of eight, while the responsivity falls by 13% of its 10-well value. At 40 wells $R$ is 7% below its weak-absorption value. The first correction derived above predicts $39\times0.004/2=7.8\%$, and the higher terms make up the difference.

The detectivity grows by a factor of 2.47 from 10 to 80 wells, against $\sqrt8=2.83$ for the square-root law. Its maximum lies at 313 wells, with $D^*=3.05$ Å s$^{1/2}$/eV. Eighty wells, about a quarter of that number, already reach 76% of the maximum. Since the field per period is held fixed, the longer stack would also need about four times the voltage.

Q: Your noise derivation replaced the collector by an average over barriers. Has that been checked without using the average?

A: Yes, for one to four wells with two electrons per well on average and $p_c=0.3$. All possible populations were followed, and just the electrons crossing the collector were counted. The numerical output shows a dark current of 6.667 for every $N$, equal to $2/0.3$ when each electron has unit escape rate. The gain falls from 3.333 to 0.833, as $1/(Np_c)$ requires, and $S/(4gI)$ is 0.850, equal to $1-0.3/2$. The gain was tested also with 20% absorption per well, where the illumination is strongly uneven. With very weak absorption, four wells have 1.9997 times the detectivity of one.

Q: That calculation shares your assumptions about contacts and emission, so it cannot justify them.

A: Correct. It tests the derivation within the model, not the model's fit to a real device. Several conditions remain to be judged for each detector.

The emitter must supply replacement electrons readily and keep the total number in the wells fixed. The second condition does not follow from the picture given at the start. At fixed voltage, the field at the emitter depends more on charge in nearby wells than on the same charge near the collector. If injection follows that field alone, the total is not fixed, and the gain under uneven illumination, the noise and the best number of wells all change.

Thermal escape must respond to small population changes with the same slope in every well, and changes of the local field must not alter the summed escape rate. Otherwise $\sum_j\delta e_j$ need not vanish, and both gain and noise can be modified. Under uniform illumination every well can satisfy $p_c\,\delta I=i_j$ with no shift of its population, but only if the emitter delivers $\delta I$ for a negligible change of field. Otherwise the wells must lose charge to raise the emitter field, and at fixed voltage the field over the other barriers drops. If escape depends on field as steeply as injection does, the gain falls to roughly $1/[(N+1)p_c]$.

The bias must be high enough that motion towards the emitter is negligible. Near zero bias, electrons cross in both directions: their mean currents cancel but their fluctuations do not, so a noise proportional to the net current is wrong there.

Finally, thermal escape must dominate the noise. If background light releases more electrons than heat does, or if the amplifier is noisier than the detector, the dark-limited $D^*$ no longer describes the measured sensitivity.

## Calculated quantities

```
Markov test: electrons per well = 2 , p_c = 0.3
wells  dark current  gain     noise S   S/(4 g I)
    1       6.66667  3.33333   75.5579    0.85003
    2       6.66667  1.66667   37.7781    0.85001
    3       6.66667  1.11111   25.1853    0.85000
    4       6.66667  0.83333   18.8889    0.85000
weak-absorption D*(2)/D*(1) = 1.4142, sqrt(2) = 1.4142
weak-absorption D*(3)/D*(1) = 1.7319, sqrt(3) = 1.7321
weak-absorption D*(4)/D*(1) = 1.9997, sqrt(4) = 2.0000
one well, p_c = 1: S/(2 I) = 1.00000
photon energy = 0.15 eV
a = 0.004, p_e = 0.5, p_c = 0.05
dark electron flux J = 0.01 1/(angstrom^2 s)
thermal escape rate per well G = 5.00e-04 1/(angstrom^2 s)
area = 1e+12 angstrom^2
weak-absorption responsivity = 0.2667 electrons/eV
D* in angstrom s^(1/2)/eV, R in electrons/eV
wells  eta      gain    R       D*      weak-absorption D*
   10  0.01964  2.0000  0.2619  0.9378  0.9548
   20  0.03852  1.0000  0.2568  1.3002  1.3503
   40  0.07406  0.5000  0.2469  1.7680  1.9096
   80  0.13716  0.2500  0.2286  2.3151  2.7006
40 wells: dark current = 1.000e+10 electrons/s
40 wells: noise amplitude = 1.3964e+05 electrons/s/Hz^(1/2)
40 wells: noise-equivalent power = 5.6562e+05 eV/s/Hz^(1/2)
40 wells: R = 0.2469 A/W
40 wells: D* = 1.103e+11 cm Hz^(1/2)/W
root of exp(x) = 1 + 2x: x = 1.25643
optimum wells: search 313, from root 313.48
greatest D* = 3.0498 angstrom s^(1/2)/eV
```
